# Spin Contamination of Stretched H2 through the Coulson-Fischer Point: a numerical check

```python
# Result under test: for a determinant of Na spin-up orbitals a_i and Nb spin-down
# orbitals b_j, with s_ij = <a_i|b_j> and M = (Na-Nb)/2,
#     <S^2> = M(M+1) + Nb - sum_ij |s_ij|^2      (units of hbar^2).
# For H2 this is 1 - s^2. It leaves zero at the Coulson-Fischer distance Rc, where
# the lowest eigenvalue lam of the spin-stability matrix A of the restricted
# solution vanishes, and tends to one at large distance R.
# A is defined by  energy change = 2 theta^T A theta  when virtual orbitals are mixed
# into the bonding orbital g with amplitudes +theta (spin up) and -theta (spin down).
# Energies in hartree, lengths in bohr.
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import sqrtm
from scipy.optimize import brentq
from pyscf import gto, scf, dft
from pyscf.dft import libxc, numint

BASIS = "cc-pvdz"
XC = "lda,vwn"


# ---------- general formula against explicit spin matrices in Fock space ----------
def fock_annihilators(n_modes):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    operators = []
    for k in range(n_modes):
        op = np.eye(1)
        for j in range(n_modes):
            factor = parity if j < k else (lower if j == k else np.eye(2))
            op = np.kron(op, factor)
        operators.append(op)
    return operators


n_space = 4
ann = fock_annihilators(2 * n_space)
s_plus = sum(ann[p].T @ ann[p + n_space] for p in range(n_space))
s_x = (s_plus + s_plus.T) / 2
s_y = (s_plus - s_plus.T) / 2j
s_z = sum(ann[p].T @ ann[p] - ann[p + n_space].T @ ann[p + n_space]
          for p in range(n_space)) / 2
s_squared = s_x @ s_x + s_y @ s_y + s_z @ s_z

rng = np.random.default_rng(7)


def random_orbitals(count):
    z = rng.normal(size=(n_space, n_space)) + 1j * rng.normal(size=(n_space, n_space))
    return np.linalg.qr(z)[0][:, :count]


print("General formula, random complex orbitals in 4 dimensions (hbar^2):")
for n_up, n_down in [(1, 1), (2, 1), (3, 2), (1, 3), (2, 2)]:
    up, down = random_orbitals(n_up), random_orbitals(n_down)
    state = np.zeros(2 ** (2 * n_space), dtype=complex)
    state[0] = 1.0
    for orbitals, shift in ((down, 0 + n_space), (up, 0)):
        for column in orbitals.T:
            state = sum(column[p] * (ann[p + shift].T @ state) for p in range(n_space))
    assert abs(np.vdot(state, state) - 1) < 1e-10
    direct = np.vdot(state, s_squared @ state).real
    m_total = (n_up - n_down) / 2
    overlap_sum = np.sum(abs(up.conj().T @ down) ** 2)
    formula = m_total * (m_total + 1) + n_down - overlap_sum
    assert abs(direct - formula) < 1e-10
    print(f"  Na={n_up} Nb={n_down}: sum|s|^2={overlap_sum:.5f}"
          f"  operator={direct:.5f}  formula={formula:.5f}")


# ---------- H2: restricted solution and its stability matrix ----------
def hydrogen_molecule(distance):
    half = distance / 2
    return gto.M(atom=f"H 0 0 {-half:.12f}; H 0 0 {half:.12f}",
                 unit="Bohr", basis=BASIS, verbose=0)


def make_solver(mol, method, unrestricted):
    if method == "HF":
        mf = scf.UHF(mol) if unrestricted else scf.RHF(mol)
    else:
        mf = dft.UKS(mol) if unrestricted else dft.RKS(mol)
        mf.xc = XC
        mf.grids.atom_grid = {"H": (50, 194)}
        mf.small_rho_cutoff = 0
    mf.conv_tol = 1e-11
    mf.conv_tol_grad = 1e-7
    mf.max_cycle = 200
    return mf


def restricted_stability(distance, method):
    mol = hydrogen_molecule(distance)
    mf = make_solver(mol, method, False)
    mf.kernel()
    assert mf.converged
    bonding, virtuals = mf.mo_coeff[:, 0], mf.mo_coeff[:, 1:]
    if method == "HF":
        eri = mol.intor("int2e")
        direct = np.einsum("pqrs,p,q->rs", eri, bonding, bonding)
        exchange = np.einsum("pqrs,p,r->qs", eri, bonding, bonding)
        kernel = -virtuals.T @ (direct + exchange) @ virtuals
    else:
        ao = numint.eval_ao(mol, mf.grids.coords)
        g_grid, v_grid = ao @ bonding, ao @ virtuals
        rho_spin = g_grid ** 2
        fxc = libxc.eval_xc(XC, (rho_spin, rho_spin), spin=1, deriv=2)[2][0]
        f_m = (fxc[:, 0] - 2 * fxc[:, 1] + fxc[:, 2]) / 4
        weight = 4 * mf.grids.weights * f_m * g_grid ** 2
        kernel = v_grid.T @ (weight[:, None] * v_grid)
    gaps = mf.mo_energy[1:] - mf.mo_energy[0]
    lam, vectors = np.linalg.eigh(np.diag(gaps) + kernel)
    return dict(mol=mol, mf=mf, lam=lam[0], direction=virtuals @ vectors[:, 0],
                gap=gaps[0], kernel=kernel[0, 0], energy=mf.e_tot)


def curvature_from_energies(data, method):
    """Half the theta^2 coefficient of the energy, from total energies only."""
    mf = make_solver(data["mol"], method, True)
    if method != "HF":
        mf.grids = data["mf"].grids
    bonding = data["mf"].mo_coeff[:, 0]

    def energy(theta):
        a = np.cos(theta) * bonding + np.sin(theta) * data["direction"]
        b = np.cos(theta) * bonding - np.sin(theta) * data["direction"]
        return mf.energy_tot(dm=np.array([np.outer(a, a), np.outer(b, b)]))

    e_zero = energy(0.0)
    step = 0.01
    q1 = (energy(step) - e_zero) / step ** 2
    q2 = (energy(2 * step) - e_zero) / (2 * step) ** 2
    return (4 * q1 - q2) / 3 / 2


print("Stability eigenvalue lam (hartree), matrix / energy differences:")
lsda = {}
for method in ("LSDA", "HF"):
    for distance in (2.0, 4.0):
        data = restricted_stability(distance, method)
        numeric = curvature_from_energies(data, method)
        assert abs(numeric - data["lam"]) < 1e-5
        print(f"  {method} R={distance:.1f} bohr: {data['lam']:.5f} / {numeric:.5f}")
        if method == "LSDA":
            lsda[distance] = data

r_c = brentq(lambda r: restricted_stability(r, "LSDA")["lam"], 1.6, 4.5, xtol=1e-5)
r_c_hf = brentq(lambda r: restricted_stability(r, "HF")["lam"], 1.6, 4.5, xtol=1e-5)
assert r_c_hf < r_c
angstrom = physical_constants["Bohr radius"][0] * 1e10
print(f"Coulson-Fischer distance, LSDA: {r_c:.4f} bohr = {r_c * angstrom:.4f} angstrom")
print(f"Coulson-Fischer distance, HF:   {r_c_hf:.4f} bohr = {r_c_hf * angstrom:.4f} angstrom")

at_rc = restricted_stability(r_c, "LSDA")
lsda[6.0] = restricted_stability(6.0, "LSDA")
print("LSDA gap and exchange-correlation element for the antibonding orbital (hartree):")
for distance, data in ((2.0, lsda[2.0]), (r_c, at_rc), (4.0, lsda[4.0])):
    print(f"  R={distance:.4f} bohr: gap={data['gap']:.5f}  element={data['kernel']:.5f}"
          f"  sum={data['gap'] + data['kernel']:.5f}  lam={data['lam']:.5f}")
gap_drop = lsda[2.0]["gap"] - lsda[4.0]["gap"]
assert gap_drop > abs(lsda[2.0]["kernel"] - lsda[4.0]["kernel"])

# ---------- unrestricted LSDA, followed inward from separated atoms ----------
atom = gto.M(atom="H 0 0 0", basis=BASIS, spin=1, verbose=0)
atom_mf = make_solver(atom, "LSDA", True)
atom_mf.kernel()
assert atom_mf.converged
atom_orbital = atom_mf.mo_coeff[0][:, 0]
n_atom = len(atom_orbital)
density = np.zeros((2, 2 * n_atom, 2 * n_atom))
density[0, :n_atom, :n_atom] = np.outer(atom_orbital, atom_orbital)
density[1, n_atom:, n_atom:] = np.outer(atom_orbital, atom_orbital)

onset_points = [r_c + 0.05, r_c + 0.10, r_c + 0.15]
distances = sorted([1.4, 2.0, r_c - 0.2, 3.6, 4.0, 4.5, 5.0, 6.0, 8.0, 10.0]
                   + onset_points, reverse=True)
rows = {}
for distance in distances:
    mol = hydrogen_molecule(distance)
    mf = make_solver(mol, "LSDA", True)
    mf.kernel(dm0=density)
    if not mf.converged:
        orbitals, occupations = mf.mo_coeff, mf.mo_occ
        mf = mf.newton()
        mf.kernel(orbitals, occupations)
    assert mf.converged
    density = np.asarray(mf.make_rdm1())
    a, b = mf.mo_coeff[0][:, 0], mf.mo_coeff[1][:, 0]
    metric = mol.intor("int1e_ovlp")
    s = abs(a @ metric @ b)
    spin_sq = max(0.0, 1 - s ** 2)

    # triplet weight: antisymmetric part of the pair function a(1)b(2)
    root = np.real(sqrtm(metric))
    a_orth, b_orth = root @ a, root @ b
    pair = np.outer(a_orth, b_orth)
    triplet = np.sum(((pair - pair.T) / 2) ** 2)
    assert abs(2 * triplet - spin_sq) < 1e-9

    # natural occupations of the total density matrix
    occ, natural = np.linalg.eigh(np.outer(a_orth, a_orth) + np.outer(b_orth, b_orth))
    assert abs(occ[-1] - (1 + s)) < 1e-9 and abs(occ[-2] - (1 - s)) < 1e-9

    ao = numint.eval_ao(mol, mf.grids.coords)
    spin_density = (ao @ a) ** 2 - (ao @ b) ** 2
    moment = np.sum(mf.grids.weights * abs(spin_density)) / 2
    if distance > r_c:
        g_u = ao @ np.linalg.solve(root, natural[:, -2:])
        predicted = 2 * np.sqrt(spin_sq) * abs(g_u[:, 0] * g_u[:, 1])
        assert np.max(abs(abs(spin_density) - predicted)) < 1e-7
    rows[distance] = (s, spin_sq, triplet, occ[-2], moment, mf.e_tot)

print("Unrestricted LSDA H2 (R bohr, <S^2> hbar^2, moment Bohr magnetons, E hartree):")
print("       R       s     <S^2>  triplet  n_antib  moment         E")
for distance in reversed(distances):
    s, spin_sq, triplet, n_u, moment, energy = rows[distance]
    print(f"  {distance:7.4f} {s:.5f}  {spin_sq:.5f}  {triplet:.5f}  {n_u:.5f}"
          f"  {moment:.5f} {energy:.6f}")

for distance in distances:
    if distance < r_c:
        assert rows[distance][1] < 1e-6
broken = [rows[r][1] for r in distances if r > r_c]
assert all(far > near for far, near in zip(broken, broken[1:]))
assert broken[-1] > 1e-3 and 0.99 < broken[0] < 1

# onset from the self-consistent runs alone: R as a function of <S^2>, taken to zero
onset_values = [rows[r][1] for r in onset_points]
onset = np.polyfit(onset_values, onset_points, 2)[-1]
assert abs(onset - r_c) < 0.01
ratio = onset_values[0] / onset_values[1]
moment_ratio = rows[onset_points[0]][4] / rows[onset_points[1]][4]
assert abs(ratio - 0.5) < 0.05
assert abs(moment_ratio - np.sqrt(0.5)) < 0.05
print(f"Onset extrapolated from unrestricted runs: {onset:.4f} bohr")
print(f"Ratio at Rc+0.05 to Rc+0.10 bohr: <S^2> {ratio:.4f}, moment {moment_ratio:.4f}")

# ---------- energies ----------
assert abs(rows[2.0][5] - lsda[2.0]["energy"]) < 1e-7
print("Restricted LSDA energy and lowering by symmetry breaking (hartree):")
for distance in (2.0, 4.0, 6.0):
    lowering = lsda[distance]["energy"] - rows[distance][5]
    if distance > r_c:
        assert lowering > 1e-5
    print(f"  R={distance:.1f} bohr: E={lsda[distance]['energy']:.6f}"
          f"  lowering={abs(lowering):.6f}")
two_atoms = 2 * atom_mf.e_tot
assert abs(rows[10.0][5] - two_atoms) < 2e-4
print(f"Two separate spin-polarized LSDA atoms: {two_atoms:.6f} hartree")
print("all tests passed")
```

It prints:

```
General formula, random complex orbitals in 4 dimensions (hbar^2):
  Na=1 Nb=1: sum|s|^2=0.12656  operator=0.87344  formula=0.87344
  Na=2 Nb=1: sum|s|^2=0.64668  operator=1.10332  formula=1.10332
  Na=3 Nb=2: sum|s|^2=1.56892  operator=1.18108  formula=1.18108
  Na=1 Nb=3: sum|s|^2=0.28986  operator=2.71014  formula=2.71014
  Na=2 Nb=2: sum|s|^2=1.33678  operator=0.66322  formula=0.66322
Stability eigenvalue lam (hartree), matrix / energy differences:
  LSDA R=2.0 bohr: 0.19293 / 0.19293
  LSDA R=4.0 bohr: -0.05090 / -0.05090
  HF R=2.0 bohr: 0.07281 / 0.07281
  HF R=4.0 bohr: -0.25001 / -0.25001
Coulson-Fischer distance, LSDA: 3.2971 bohr = 1.7448 angstrom
Coulson-Fischer distance, HF:   2.2873 bohr = 1.2104 angstrom
LSDA gap and exchange-correlation element for the antibonding orbital (hartree):
  R=2.0000 bohr: gap=0.30601  element=-0.10269  sum=0.20332  lam=0.19293
  R=3.2971 bohr: gap=0.13073  element=-0.12384  sum=0.00689  lam=-0.00000
  R=4.0000 bohr: gap=0.08072  element=-0.12576  sum=-0.04504  lam=-0.05090
Unrestricted LSDA H2 (R bohr, <S^2> hbar^2, moment Bohr magnetons, E hartree):
       R       s     <S^2>  triplet  n_antib  moment         E
   1.4000 1.00000  0.00000  0.00000  0.00000  0.00000 -1.131458
   2.0000 1.00000  0.00000  0.00000  0.00000  0.00000 -1.105267
   3.0971 1.00000  0.00000  0.00000  0.00000  0.00000 -1.015436
   3.3471 0.95913  0.08007  0.04003  0.04087  0.26475 -0.998671
   3.3971 0.92398  0.14627  0.07313  0.07602  0.35845 -0.995772
   3.4471 0.89204  0.20427  0.10213  0.10796  0.42436 -0.993078
   3.6000 0.80544  0.35127  0.17563  0.19456  0.55946 -0.985918
   4.0000 0.61762  0.61855  0.30927  0.38238  0.75128 -0.972904
   4.5000 0.43334  0.81222  0.40611  0.56666  0.87139 -0.964038
   5.0000 0.29800  0.91119  0.45560  0.70200  0.93190 -0.959606
   6.0000 0.13806  0.98094  0.49047  0.86194  0.97948 -0.956232
   8.0000 0.02788  0.99922  0.49961  0.97212  0.99800 -0.955032
  10.0000 0.00449  0.99998  0.49999  0.99551  0.99984 -0.954939
Onset extrapolated from unrestricted runs: 3.2967 bohr
Ratio at Rc+0.05 to Rc+0.10 bohr: <S^2> 0.5474, moment 0.7386
Restricted LSDA energy and lowering by symmetry breaking (hartree):
  R=2.0 bohr: E=-1.105267  lowering=0.000000
  R=4.0 bohr: E=-0.962830  lowering=0.010073
  R=6.0 bohr: E=-0.907666  lowering=0.048566
Two separate spin-polarized LSDA atoms: -0.954934 hartree
all tests passed
```
